# Tunnelling resistivity of a van der Waals gap without parallel-momentum conservation

## The result

A metal and a two-dimensional channel face each other across a gap of width \(d\). Atomic units (\(\hbar=m_e=e=1\)) are used in the algebra, and energies are measured from the top of the barrier in the gap. The Fermi level lies at \(-\Phi\), and the metal is a free-electron gas in a potential \(-V_M\). For weak tunnelling, zero temperature, small bias and a slightly filled channel band at the zone centre, the specific resistivity \(\rho_c\) (resistance times area) obeys

\[
\frac1{\rho_c}=D\,\Gamma,\qquad 
\Gamma=\chi_0^2\int\!\frac{d^2k}{(2\pi)^2}\,S(\mathbf k)\,w(k),\qquad
w(k)=\frac{2\kappa_k^2k_z}{V_M}\,e^{-2\kappa_k d}. \tag{1}
\]

Here \(D=m_c/\pi\) is the channel density of states per area with both spins, \(m_c\) the in-plane mass, and \(\chi_0^2\) the probability density, per unit length along the normal, of a channel state at its face. \(S\) is the normalized spectrum of parallel momentum at that face. The wave numbers are

\[
\kappa_k^2=2\Phi+k^2,\qquad k_z^2=k_F^2-k^2,\qquad k_F^2=2(V_M-\Phi), \tag{2}
\]

and \(w=0\) for \(k>k_F\). If the surface amplitude of the channel state has the lateral correlation \(e^{-r^2/2\ell^2}\), then to leading order in a thick gap

\[
\rho_c=\rho_0\left(1+\frac{2d}{\kappa_0\ell^2}\right),\qquad \rho_0=\frac{1}{D\chi_0^2w(0)}. \tag{3}
\]

Giving up parallel-momentum conservation therefore does not by itself fix a resistivity: the lateral correlation of the channel state must be supplied as well, here a Gaussian with coherence length \(\ell\).

## First derivation: the transfer Hamiltonian

**The matrix element.** Let the metal fill \(z<0\), the gap \(0<z<d\), and let the channel layer begin at \(z=d\). Metal states \(\psi_M\) are eigenstates when the channel layer is replaced by barrier; channel states \(\psi_C\) are eigenstates when the metal is replaced by barrier. An electron starts in \(\psi_C\), so we write

\[
\psi=\psi_Ce^{-iE_Ct}+\sum_M c_M(t)\,\psi_Me^{-iE_Mt}.
\]

Insert this in \(i\partial_t\psi=H\psi\) with the full \(H\), and project on one \(\psi_M\). The terms \(c_M(H-E_M)\psi_M\) are products of two small quantities, since \((H-E_M)\psi_M\) differs from zero in the channel layer, where \(\psi_M\) is a weak tail. Dropping them gives

\[
i\dot c_M=M\,e^{i(E_M-E_C)t},\qquad M=\langle\psi_M|H-E_C|\psi_C\rangle .
\]

The function \((H-E_C)\psi_C\) vanishes outside the metal, so the integral may be cut at any plane \(z=z_0\) in the gap. On the side \(z<z_0\) we also have \((H-E_M)\psi_M=0\). For \(E_M=E_C\) we may subtract \(\psi_C(H-E_M)\psi_M^*=0\). The potentials cancel and the kinetic terms form a divergence:

\[
M=-\tfrac12\!\int_{z<z_0}\!\!\nabla\!\cdot\!(\psi_M^*\nabla\psi_C-\psi_C\nabla\psi_M^*)
=\tfrac12\!\int_{z_0}\! d^2r\,(\psi_C\partial_z\psi_M^*-\psi_M^*\partial_z\psi_C). \tag{4}
\]

The transfer Hamiltonian couples the two sets of states through these elements.

**Why momenta cannot be mixed by hand.** Suppose we join a metal tail \(e^{-\kappa_kz}\) to a channel tail \(e^{-\kappa_0(d-z)}\) and declare that \(k\) need not be conserved. Equation (4) then gives a magnitude proportional to \(\tfrac12(\kappa_k+\kappa_0)e^{-\kappa_kz_0-\kappa_0(d-z_0)}\), which depends on \(z_0\). The values of \(|M|^2\) at \(z_0=0\) and \(z_0=d\) have the ratio \(e^{2(\kappa_k-\kappa_0)d}\). For \(\Phi=4.5\) eV, \(d=3\) Å and \(k=0.8\) Å\(^{-1}\) this is 4.8, so such a prescription has no definite answer.

The remedy is to ask what a disordered channel state looks like in the gap. There the potential is uniform, so a state of energy \(-\Phi\) obeys \(\nabla^2\psi=2\Phi\psi\). Its Fourier component of parallel momentum \(\mathbf k\) obeys \(\partial_z^2\psi_{\mathbf k}=(2\Phi+k^2)\psi_{\mathbf k}\), and decay away from the channel selects

\[
\psi_C=\frac1{\sqrt A}\sum_{\mathbf k}b_{\mathbf k}\,e^{i\mathbf k\cdot\mathbf r}\,e^{-\kappa_k(d-z)} . \tag{5}
\]

Disorder in the layer spreads the state over many \(\mathbf k\), but each component has its own decay constant. The planar gap conserves \(\mathbf k\) component by component; it is the channel state that has no definite \(\mathbf k\).

**The metal tail.** Inside a metal of length \(L\) the normal part of the wave is \(\sqrt{2/L}\cos(k_zz+\theta)\), and in the gap it is \(a_ke^{-\kappa_kz}\). Continuity of value and slope at \(z=0\) gives \(a_k=\sqrt{2/L}\cos\theta\) and \(\tan\theta=\kappa_k/k_z\). Since \(k_z^2+\kappa_k^2=2V_M\) by (2),

\[
a_k^2=\frac2L\,\frac{k_z^2}{k_z^2+\kappa_k^2}=\frac{k_z^2}{LV_M}.
\]

The allowed \(k_z\) are spaced by \(\pi/L\), and \(dE=k_z\,dk_z\) at fixed \(\mathbf k\), so there are \(L/(\pi k_z)\) states per unit energy and spin. The surface spectrum of the metal is their product, \(s_M(k)=k_z/(\pi V_M)\).

**The width.** Both tails in (4) now have the same \(\kappa_k\). The two derivative terms are equal and add:

\[
M_{\mathbf k}=\tfrac12a_kb_{\mathbf k}(-\kappa_k-\kappa_k)e^{-\kappa_kz_0-\kappa_k(d-z_0)}=-\kappa_ka_kb_{\mathbf k}e^{-\kappa_kd},
\]

independent of \(z_0\). The golden rule sums over the metal states of the electron's own spin, because tunnelling does not flip it:

\[
\Gamma=2\pi\sum_{\mathbf k}\kappa_k^2|b_{\mathbf k}|^2e^{-2\kappa_kd}s_M(k)=\sum_{\mathbf k}|b_{\mathbf k}|^2w(k). \tag{6}
\]

**The disorder average.** Write the channel state at its face as \(\psi_C(\mathbf r,d)=\chi_0u(\mathbf r)/\sqrt A\), with \(\langle u(\mathbf r)u^*(\mathbf r')\rangle=C(\mathbf r-\mathbf r')\) and \(C(0)=1\). This assumes that disorder scrambles the surface amplitude but leaves its mean density \(\chi_0^2\) unchanged. Inverting (5) at \(z=d\) gives \(b_{\mathbf k}=(\chi_0/A)\int d^2r\,u\,e^{-i\mathbf k\cdot\mathbf r}\), hence

\[
\langle|b_{\mathbf k}|^2\rangle=\frac{\chi_0^2}{A}S(\mathbf k),\qquad S(\mathbf k)=\int d^2r\,C(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}.
\]

One factor \(A\) came from the integral over the centre of the pair \(\mathbf r,\mathbf r'\). With \(\sum_{\mathbf k}\to A\int d^2k/(2\pi)^2\), (6) becomes the \(\Gamma\) of (1). If \(u\) had a mean \(\bar u\), \(S\) would contain \((2\pi)^2|\bar u|^2\delta(\mathbf k)\), a momentum-conserving part. Incoherent injection means \(\bar u=0\).

**The current.** The channel has \(2\cdot2\pi q\,dq/(2\pi)^2\) states per area in \(dq\), and \(dE=q\,dq/m_c\), so \(D=m_c/\pi\). An electron leaves a channel state at the rate \(\Gamma f_C(1-f_M)\) and enters it at the rate \(\Gamma f_M(1-f_C)\), because the same \(|M|^2\) governs both. The difference is \(\Gamma(f_C-f_M)\). A bias \(V\) opens a window of width \(V\) in which this is \(\Gamma\), so \(J=D\Gamma V\), which is (1). Both sides are assumed to stay in local equilibrium.

**The thick gap.** For \(C=e^{-r^2/2\ell^2}\) the transform is \(S=2\pi\ell^2e^{-k^2\ell^2/2}\). When \(d\) is large, small \(k\) dominates. We expand \(\kappa_k\simeq\kappa_0+k^2/2\kappa_0\) in the exponent, set \(k=0\) in the prefactor, and extend the integral to infinity. With \(\sigma=\ell^2/2+d/\kappa_0\),

\[
\frac{\Gamma}{\chi_0^2w(0)}\simeq2\pi\ell^2\!\int\!\frac{d^2k}{(2\pi)^2}e^{-\sigma k^2}=\frac{2\pi\ell^2}{4\pi\sigma}=\frac1{1+2d/(\kappa_0\ell^2)}, \tag{7}
\]

which is (3). The next order follows from \(\kappa_k^2=\kappa_0^2(1+k^2/\kappa_0^2)\), \(k_z\simeq k_F(1-k^2/2k_F^2)\), and the term \(-k^4/8\kappa_0^3\) in \(\kappa_k\), which multiplies the integrand by \(1+dk^4/4\kappa_0^3\). Under the weight \(e^{-\sigma k^2}\) the means are \(\langle k^2\rangle=1/\sigma\) and \(\langle k^4\rangle=2/\sigma^2\). The rate (7) is thus multiplied by \(1+\delta\), with

\[
\delta=\frac1\sigma\left(\frac1{\kappa_0^2}-\frac1{2k_F^2}\right)+\frac{d}{2\kappa_0^3\sigma^2}. \tag{8}
\]

The relative error of (3) vanishes as \(1/d\), but at fixed \(\ell\) the product of \(\delta\) and \(2d/\kappa_0\ell^2\) stays finite. As \(d\to\infty\), \(\rho_c/\rho_0-2d/\kappa_0\ell^2\to1-(3/\kappa_0^2-1/k_F^2)/\ell^2\), which is 0.50 for the example below. The term 1 in (3) is therefore reliable only when this shift is small, in practice for \(\kappa_0\ell\gg1\).

## Second derivation: escaping flux

The same result follows without a matrix element, a golden rule or metal states in a box. Keep the metal in place and look for a slowly decaying channel state whose wave in the metal runs outwards.

Component \(\mathbf k\) of the channel tail reaches the metal face with amplitude \(b_{\mathbf k}e^{-\kappa_kd}\). In units of this amplitude the wave is \(e^{\kappa_kz}+Re^{-\kappa_kz}\) in the gap and \(Te^{-ik_zz}\) in the metal, moving towards \(-z\). Continuity of value and slope at \(z=0\) requires

\[
1+R=T,\qquad \kappa_k(1-R)=-ik_zT .
\]

Divide the second equation by \(\kappa_k\) and add the first: \(2=T(1-ik_z/\kappa_k)\). Therefore

\[
|T|^2=\frac{4\kappa_k^2}{\kappa_k^2+k_z^2}=\frac{2\kappa_k^2}{V_M}.
\]

The probability flux is velocity times density, \(k_z|T|^2|b_{\mathbf k}|^2e^{-2\kappa_kd}=w(k)|b_{\mathbf k}|^2\). Cross terms between different \(\mathbf k\) vanish on integration over the area. For \(k>k_F\) the wave in the metal is evanescent and carries no flux. The state has unit norm, so the total flux is its decay rate, and (6) is recovered.

The occupation of the state must then obey \(\dot f_C=-\Gamma f_C+gf_M\), since for independent electrons the inflow is linear in the metal occupation. Equilibrium, \(f_C=f_M\), must be stationary, which forces \(g=\Gamma\). The net current is again \(D\Gamma V\).

The average can now be taken in real space. Define

\[
W(\mathbf r)=\int\!\frac{d^2k}{(2\pi)^2}w(k)e^{i\mathbf k\cdot\mathbf r}
\simeq w(0)\,\frac{\kappa_0}{4\pi d}\,e^{-\kappa_0r^2/4d}, \tag{9}
\]

where the last form uses the Gaussian approximation \(w\simeq w(0)e^{-k^2d/\kappa_0}\). Inserting the Fourier integrals for \(b_{\mathbf k}\) in \(\sum|b_{\mathbf k}|^2w\) gives a double integral of \(\psi_C(\mathbf r,d)\,\psi_C^*(\mathbf r',d)\,W(\mathbf r-\mathbf r')\). Its average is

\[
\Gamma=\chi_0^2\!\int\! d^2r\,C(\mathbf r)W(\mathbf r)
\simeq\chi_0^2w(0)\frac{\kappa_0}{4\pi d}\,\frac{\pi}{1/2\ell^2+\kappa_0/4d}
=\frac{\chi_0^2w(0)}{1+2d/(\kappa_0\ell^2)} .
\]

This is (3) again, and it shows what the factor means. With the Gaussian form of \(W\), which is accurate for a thick gap, the product of the surface amplitudes at two points a distance \(r\) apart enters the rate with the weight \(e^{-r^2/2\ell_t^2}\) with \(\ell_t=\sqrt{2d/\kappa_0}\). If the phase of the channel state holds over much more than \(\ell_t\), all these products add and \(\rho_c\to\rho_0\). If it holds over much less, they mostly cancel, and in the same approximation the rate falls to the fraction \(\ell^2/\ell_t^2\).

In that second limit \(S\) is flat, equal to the coherence area \(A_c=2\pi\ell^2\), wherever \(w\) matters:

\[
\Gamma\simeq\chi_0^2A_c\int\frac{d^2k}{(2\pi)^2}w(k)\simeq\chi_0^2w(0)\frac{A_c\kappa_0}{4\pi d}. \tag{10}
\]

This is the model in which the channel couples to all parallel momenta with equal surface weight. It holds for \(\ell\ll\ell_t\) and not beyond.

## What each derivation assumes

Both derivations are of lowest order in \(e^{-2\kappa_0d}\), but they use this smallness differently. The transfer Hamiltonian neglects the action of each side on the tail of the other, and treats the metal as a continuum of standing waves at the energy of the channel state. The flux argument neglects the reflected wave \(R\) when it returns to the channel, and assumes that the state hardly changes while it decays. The first needs the surface spectrum \(s_M\) of the metal; with another \(s_M\), (6) still holds in its first form. The second needs the outgoing wave in the metal. For the free-electron metal the two inputs agree through \(2\pi\kappa_k^2s_M=k_z|T|^2\).

The size of the neglected terms can be seen by solving the joined problem of layer, gap and metal with an outgoing wave. Its eigenvalue is complex, with imaginary part \(-\Gamma/2\), and is found by secant iteration on the matching determinant. For the flat layer of the example below, the width is \(7.397\times10^{-4}\) eV, against \(7.398\times10^{-4}\) eV from (6). The relative difference, \(1.2\times10^{-4}\), is only about a tenth of \(e^{-2\kappa_0d}\) for these parameters. For a layer 1.5 Å thick it is \(1.7\times10^{-3}\), about \(e^{-2\kappa_0d}\) itself, which is the scale to expect in general.

A case with mixed momenta has a layer potential modulated along one direction with period 10 Å and first and second Fourier components of magnitude 0.9 and 0.5 eV with phases 0.7 and \(-1.9\) rad. The numbers below depend on the relative phase: with both phases zero the level is \(-5.09\) eV and the width \(4.23\times10^{-4}\) eV. For this calculation the electron has the free mass in all directions, and five plane waves are kept. At Bloch wave number 0.1 Å\(^{-1}\) the chosen state lies at \(-5.49\) eV, which takes the place of \(-\Phi\) in (2), and has 34% of its surface weight in other components. Its width from the complex eigenvalue is \(2.854\times10^{-4}\) eV, and (6) gives the same to these digits. Placing all the weight at 0.1 Å\(^{-1}\) would give \(3.47\times10^{-4}\) eV, 22% too much. Five plane waves define a truncated model that is not converged to these digits. With nine or more the level is \(-5.50\) eV, the width \(2.811\times10^{-4}\) eV (1.5% lower, again matched by (6)) and the single-momentum value \(3.43\times10^{-4}\) eV, while the 34% and the 22% are unchanged.

The remaining assumptions are common to both: a planar metal face, a uniform barrier without image lowering, disorder confined to the channel layer, unchanged \(D\) and \(\chi_0^2\), and a uniform potential difference over the area considered. For a gap of 3 Å the neglect of image lowering is not small. A classical image term \(-3.6\ \text{eV Å}/(z+z_0)\) from the metal alone raises the WKB rate of the example below by a factor of about 4 for \(z_0=1\) Å and about 24 for \(z_0=0\). The absolute resistivities below therefore belong to the square-barrier model and not to a real contact. Lateral current crowding under a long contact is a separate problem, for which \(\rho_c\) is an input.

## A worked example

Take the round model parameters \(\Phi=4.5\) eV, \(V_M=11.5\) eV, \(d=3\) Å, \(m_c=0.5\) and \(\ell=2\) Å. With \(\hbar^2/m_e=7.620\) eV Å\(^2\), (2) gives \(\kappa_0=1.087\) Å\(^{-1}\) and \(k_F=1.355\) Å\(^{-1}\).

The channel layer is a square well of thickness \(t=6\) Å whose ground level is at \(-\Phi\). Inside, the wave is \(B\cos ps\), with \(s\) measured from the centre, and \(p\tan(pt/2)=\kappa_0\) gives \(p=0.4048\) Å\(^{-1}\). Its norm is

\[
B^2\left[\frac t2+\frac{\sin pt}{2p}+\frac{\cos^2(pt/2)}{\kappa_0}\right]=B^2\left[\frac t2+\frac1{\kappa_0}\right]=1,
\]

because \(\sin pt/2p=\kappa_0\cos^2(pt/2)/p^2\) and \(\cos^2(pt/2)=p^2/(p^2+\kappa_0^2)\). Hence

\[
\chi_0^2=\frac{p^2}{p^2+\kappa_0^2}\,\frac1{t/2+1/\kappa_0}=\frac{0.1218}{3.920\ \text{Å}}=0.0311\ \text{Å}^{-1}.
\]

In ordinary units \(w\) gains a factor \((\hbar^2/m_e)^2\), one power from the velocity and one from \(|T|^2\). The momentum-conserving width is

\[
\chi_0^2w(0)=\frac{2(7.620)^2(1.087)^2(0.0311)(1.355)}{11.5}\,(1.473\times10^{-3})\ \text{eV}=7.40\times10^{-4}\ \text{eV}.
\]

The density of states is \(D=0.5/(7.620\pi)=0.0209\) eV\(^{-1}\) Å\(^{-2}\). With \(e^2/\hbar=2.434\times10^{-4}\) S,

\[
\rho_0=\frac1{(e^2/\hbar)D\chi_0^2w(0)}=2.66\times10^8\ \Omega\,\text{Å}^2=2.66\times10^{-8}\ \Omega\,\text{cm}^2 .
\]

Numerical integration of (1) for \(\ell=2\) Å gives a rate factor 0.4825, so \(\rho_c=5.5\times10^8\ \Omega\,\text{Å}^2=5.5\times10^{-8}\ \Omega\,\text{cm}^2\). The leading law (3) has the factor \(1+6/(1.087\times4)=2.38\) and gives \(6.3\times10^8\ \Omega\,\text{Å}^2\), 15% higher. Equation (8), with \(\sigma=4.76\) Å\(^2\), gives \(\delta=0.17\) and a rate factor 0.4925, within about 2% of the integral.

The rate relative to \(\chi_0^2w(0)\) depends on \(\ell\) as follows. The last column is the first form of (10).

| \(\ell\) (Å) | integral (1) | law (7) | flat \(S\) |
|---|---|---|---|
| 0.5 | 0.054 | 0.043 | 0.057 |
| 1 | 0.187 | 0.153 | 0.228 |
| 2 | 0.4825 | 0.420 | 0.911 |
| 5 | 0.852 | 0.819 | 5.70 |
| 10 | 0.958 | 0.948 | 22.8 |

The crossover length is \(\ell_t=2.35\) Å. The flat spectrum is a fair approximation at 0.5 Å, which is shorter than an atomic spacing, and is too large by nearly a factor of two at 2 Å. For this gap the constant-coupling limit thus requires a coherence length well below 2 Å.

Such short lengths strain the assumption of an unchanged \(D\). The Gaussian spectrum has \(\langle k^2\rangle=2/\ell^2\), so a channel state with this spread throughout the layer has the mean lateral kinetic energy \(\hbar^2/(m_c\ell^2)\). This is 3.8 eV at \(\ell=2\) Å and 0.15 eV at 10 Å. A slightly filled parabolic band cannot be expected to keep \(D=m_c/\pi\) when disorder costs several eV. The resistivities quoted for \(\ell=2\) Å therefore illustrate the formula and are not predictions for a device. At 10 Å the energy is much smaller, but it still exceeds the filling of 0.055 eV considered below, so an unchanged \(D\) remains an assumption there too. The rate then falls by only 4%.

The gap width enters mainly through the exponential. Taking the logarithmic derivative of (3), with numbers for \(\ell=2\) Å and \(d=3\) Å,

\[
\frac{d\ln\rho_c}{dd}=2\kappa_0+\frac{2}{\kappa_0\ell^2+2d}=2.174+0.193=2.367\ \text{Å}^{-1},
\]

while the full integral gives 2.38 Å\(^{-1}\). For gaps of 2, 3 and 4 Å, \(\rho_c\) is \(5.0\times10^7\), \(5.5\times10^8\) and \(5.8\times10^9\ \Omega\,\text{Å}^2\). If the slope were read as \(2\kappa_0\), the inferred barrier would be \(3.81\times(1.19)^2\simeq5.4\) eV instead of 4.5 eV.

A slightly filled band has a small Fermi wave number \(q\), and \(S(\mathbf k)\) becomes \(S(\mathbf k-\mathbf q)\). For states 0.055 eV above the band edge, \(q=0.085\) Å\(^{-1}\), and for \(\ell=2\) Å the rate falls by less than 1%.

## A valley away from the zone centre

If the band minimum is at \(\mathbf K\), and the state is represented by that one parallel momentum before disorder acts, \(S(\mathbf k-\mathbf K)\) replaces \(S(\mathbf k)\). For a narrow spectrum each component of \(\mathbf k-\mathbf K\) has variance \(1/\ell^2\), and expanding \(w\) about \(\mathbf K\) gives

\[
\frac{\Gamma}{\chi_0^2}\simeq w(K)+\frac1{2\ell^2}\nabla_k^2w\big|_{\mathbf K}.
\]

For the Gaussian form \(w\propto e^{-\beta k^2}\), \(\beta=d/\kappa_0\), the Laplacian is \(4\beta(\beta K^2-1)w\). In this form weak momentum spread lowers the rate for \(K^2<\kappa_0/d\) and raises it for \(K^2>\kappa_0/d\), which puts the boundary at \(K\simeq0.6\) Å\(^{-1}\). The Gaussian form is rough at such \(K\): with the full \(w\) of (1) the Laplacian changes sign at 0.69 Å\(^{-1}\). It turns negative again between 1.29 Å\(^{-1}\) and \(k_F\), where the factor \(k_z\) bends steeply down to zero, so that spread lowers the rate there too, provided \(1/\ell\) is small compared with \(k_F-K\). A larger spread reaches the faster components at small \(k\) and can raise the rate.

For \(K=1\) Å\(^{-1}\) the momentum-conserving rate is \(0.120\,\chi_0^2w(0)\). Integration with the full \(w\) and \(\ell=2\) Å gives \(0.169\,\chi_0^2w(0)\), an increase of 41%. The spread gives the state components of smaller \(k\), whose tails are longer, and their gain outweighs the loss from components of larger \(k\). The same momentum spread that halves the rate of the zone-centre valley raises the rate here. For \(K>k_F\) the momentum-conserving rate vanishes in this model, and the whole current depends on the spread.
